# How Long Must a Contact Be to Count as Infinite?

## The problem

A metal lies on a thin semiconductor layer. The interface between them has specific contact resistivity $\rho_c$, and the layer under the metal has sheet resistance $R_s$. The contact has width $W$ and length $L$. A current $I_0$ arrives through the layer at the front edge, $x=0$, and leaves through the metal. The layer carries no current past the rear edge, $x=L$.

The contact resistance $R(L)$ is the voltage between the layer at $x=0$ and the metal, divided by $I_0$. It falls as the contact is made longer and tends to a limit $R_\infty$.

**How long must the contact be for $R(L)$ to exceed $R_\infty$ by one percent?** Find the length in general, and then for a silicide contact on heavily doped n-type silicon with $\rho_c=10^{-7}\ \Omega\,\mathrm{cm^2}$, $R_s=100\ \Omega$ per square and $W=10\ \mathrm{\mu m}$.

The model assumes that the metal is an equipotential, that the interface is uniform and obeys Ohm's law, that the layer is thin enough for its potential to depend on $x$ alone, and that the current is steady and uniform across the width.

## A tempting solution

Let $V(x)$ be the potential of the layer relative to the metal, and $I(x)$ the current still flowing in the layer, counted positive towards increasing $x$. A strip of layer of length $dx$ has resistance $R_s\,dx/W$, and the potential falls in the direction of the current:

$$\frac{dV}{dx}=-\frac{R_s}{W}\,I. \qquad (1)$$

Over the same strip the current density $V/\rho_c$ passes into the metal through the area $W\,dx$, and the layer loses that current:

$$\frac{dI}{dx}=-\frac{W}{\rho_c}\,V. \qquad (2)$$

Differentiating (1) and inserting (2), the two minus signs cancel and so does $W$:

$$\frac{d^2V}{dx^2}=\frac{R_s}{\rho_c}V=\frac{V}{L_T^2},\qquad L_T=\sqrt{\rho_c/R_s}. \qquad (3)$$

The length $L_T$ is the transfer length. In an infinite contact the growing exponential is excluded, so $V=V_0e^{-x/L_T}$. Equation (1) then gives

$$I(x)=-\frac{W}{R_s}\frac{dV}{dx}=\frac{W V_0}{R_sL_T}\,e^{-x/L_T}=I_0\,e^{-x/L_T},
\qquad R_\infty=\frac{V_0}{I_0}=\frac{R_sL_T}{W}. \qquad (4)$$

At the distance $L$ the fraction $e^{-L/L_T}$ of the current has not yet been collected. The argument now continues as follows. Cutting the contact off at $L$ removes the part that would have collected this fraction. If one percent of the current is lost at a given voltage, the resistance rises by one percent. Therefore

$$e^{-L/L_T}=0.01,\qquad L=L_T\ln 100=4.605\,L_T .$$

## Where it fails

Equations (1) to (4) are correct. The fault is in the cut. The argument removes the metal beyond $L$ but keeps the potential $V_0e^{-x/L_T}$ over the part that remains. With that potential, the current in the layer at $x=L$ is still $I_0e^{-L/L_T}$. There is no longer any contact beyond this point to receive it, and by the statement of the problem the layer carries nothing past the rear edge. The assumed state violates current conservation at $x=L$.

The number $4.605$ thus answers another question: within what distance does an infinite contact collect 99 percent of its current? A finite contact collects all of its current, whatever its length. What depends on the length is the voltage needed to drive that current, and finding it requires solving (3) again with the condition $I(L)=0$.

## The right solution

Write $u=L/L_T$ and $s=x/L_T$. Both exponentials are now allowed:

$$V=A e^{-s}+B e^{s}.$$

Equation (1), with $d/dx=(1/L_T)\,d/ds$ and $R_\infty=R_sL_T/W$, gives

$$I=-\frac{1}{R_\infty}\frac{dV}{ds}=\frac{A e^{-s}-B e^{s}}{R_\infty}.$$

The condition $I=0$ at $s=u$ requires $Ae^{-u}=Be^{u}$, so $B=Ae^{-2u}$. Let $f=e^{-u}$, the fraction that an infinite contact leaves uncollected at the same distance. Then $B=Af^2$, and at the front edge

$$V(0)=A(1+f^2),\qquad I_0=\frac{A(1-f^2)}{R_\infty}. \qquad (5)$$

The ratio is the contact resistance. Multiplying numerator and denominator by $e^{u}$ turns it into a hyperbolic cotangent:

$$R(L)=R_\infty\,\frac{1+f^2}{1-f^2}=R_\infty\,\frac{e^{u}+e^{-u}}{e^{u}-e^{-u}}=R_\infty\coth u. \qquad (6)$$

The relative excess over the infinite contact is

$$\frac{R(L)}{R_\infty}-1=\frac{(1+f^2)-(1-f^2)}{1-f^2}=\frac{2f^2}{1-f^2}. \qquad (7)$$

The uncollected fraction enters as its square. To find the length for a prescribed excess $\delta$, set (7) equal to $\delta$:

$$2f^2=\delta-\delta f^2,\qquad f^2=\frac{\delta}{2+\delta},\qquad e^{2u}=\frac{1}{f^2}=1+\frac{2}{\delta},$$

$$u=\tfrac12\ln\!\left(1+\frac{2}{\delta}\right). \qquad (8)$$

For $\delta=0.01$ this is $u=\tfrac12\ln 201=2.652$. The contact needs 2.65 transfer lengths, not 4.6.

Both figures are rounded down. At $u=2.65$ the excess is $1.003$ percent of $R_\infty$, a hair above one percent; expressed as a share of $R(L)$ it is $0.993$ percent. Likewise, an infinite contact has collected $98.995$ percent of its current at $4.6\,L_T$.

These lengths can be tested without the exponentials. Divide the contact into 20,000 cells, each with a series resistor for the layer and a resistor to the metal for the interface, and solve Kirchhoff's equations. With a contact of $20\,L_T$ standing in for the infinite one, this ladder reaches the one percent excess at $2.6516\,L_T$, against $2.6517$ from (8), and 99 percent collection at $4.6052\,L_T$, in agreement with $\ln 100$.

## What happens to the missing current

At $u=2.65$ an infinite contact would have collected only $92.9$ percent of its current, with $f=7.07$ percent still in the layer. It remains to be seen how the loss of a region that handles seven percent of the current can cost only one percent in resistance.

Hold the front voltage $V_0$ fixed and compare the two potentials. From (5), $A=V_0/(1+f^2)$, and the finite contact has

$$V_F(s)=V_0\,\frac{e^{-s}+e^{-2u}e^{s}}{1+e^{-2u}}=V_0\,\frac{\cosh(u-s)}{\cosh u},$$

where numerator and denominator were multiplied by $e^{u}/2$. Subtract the infinite-contact potential $V_0e^{-s}$:

$$V_F-V_0e^{-s}=V_0\,\frac{e^{u-s}+e^{s-u}-e^{u-s}-e^{-u-s}}{2\cosh u}
=V_0\,\frac{e^{-u}\sinh s}{\cosh u}\ \ge 0. \qquad (9)$$

The blocked current raises the potential of the layer under the whole remaining contact, most of all near the rear edge. The higher potential drives more current through the interface. Because $W L_T/\rho_c=W/(R_sL_T)=1/R_\infty$, the extra current is

$$\frac{1}{R_\infty}\int_0^u V_0\,\frac{e^{-u}\sinh s}{\cosh u}\,ds
=\frac{V_0}{R_\infty}\,f\left(1-\frac{1}{\cosh u}\right).$$

The cut removes the current $fV_0/R_\infty$, and all but the fraction $1/\cosh u$ of it is recovered. At $u=2.65$ the removed part is $7.07$ percent of the infinite contact's current and the net loss is $0.99$ percent, so about $6.1$ percent is taken up by the metal that remains. The tempting solution leaves out this recovery.

## Why the error is a square

The same result can be seen at fixed current, where it takes the form of a product of two small quantities. Let $V_F,I_F$ belong to the finite contact and $V_N,I_N$ to the infinite one, both fed with the same $I_0$. On $0\le x\le L$ both pairs satisfy (1) and (2), so

$$\begin{aligned}
\frac{d}{dx}\left(V_FI_N-V_NI_F\right)
&=-\frac{R_s}{W}I_FI_N-\frac{W}{\rho_c}V_FV_N\\
&\quad+\frac{R_s}{W}I_NI_F+\frac{W}{\rho_c}V_NV_F=0 .
\end{aligned}$$

The combination has the same value at both edges. At $x=0$ it is $RI_0\cdot I_0-R_\infty I_0\cdot I_0$. At $x=L$ the second term vanishes, since $I_F(L)=0$. Hence

$$(R-R_\infty)\,I_0^2=V_F(L)\,I_N(L). \qquad (10)$$

The extra resistance is governed by the current that the infinite contact would still carry at $L$, multiplied by the voltage present there. The current is $I_N(L)=fI_0$. For the voltage, (5) gives $A=R_\infty I_0/(1-f^2)$, and

$$V_F(L)=Ae^{-u}+Af^2e^{u}=2Af=\frac{2f}{1-f^2}\,R_\infty I_0.$$

Inserting both in (10) returns (7). Each factor carries one power of $f$. The factor of two has a definite origin: the infinite contact would have the voltage $fR_\infty I_0$ at this place, and the blocked end raises it by the factor $2/(1-f^2)$, which is $2.01$ at $u=2.65$. The ladder confirms both (10) and this ratio to within one part in a thousand.

## Other tolerances and short contacts

Compare (8) with the distance $\ln(1/\delta)$ in which an infinite contact collects all but the fraction $\delta$ of its current:

| $\delta$ | excess $\delta$ in resistance | all but $\delta$ collected |
|---|---|---|
| 10 % | $1.52\,L_T$ | $2.30\,L_T$ |
| 1 % | $2.65\,L_T$ | $4.61\,L_T$ |
| 0.1 % | $3.80\,L_T$ | $6.91\,L_T$ |

For small $\delta$ the 1 in (8) may be dropped, and $u\approx\tfrac12\ln(1/\delta)+\tfrac12\ln2$. The first term is half the collection length, as the square in (7) demands; the second comes from the factor of two. The ratio of the lengths therefore approaches one half slowly, and at one percent it is still $0.576$.

The resistance length is not the shorter one for every tolerance. It is shorter if $1+2/\delta<1/\delta^2$, that is, if $\delta^2+2\delta-1<0$, or $\delta<\sqrt2-1\approx0.41$. For a looser tolerance the order is reversed.

In the opposite limit, $u\ll1$, expand the hyperbolic functions:

$$\coth u\approx\frac{1+u^2/2}{u\,(1+u^2/6)}\approx\frac1u+\frac u3,
\qquad R\approx\frac{\rho_c}{WL}+\frac{R_sL}{3W}.$$

The first term follows from $R_\infty/u=R_sL_T^2/(WL)$ with $R_sL_T^2=\rho_c$. It is the interface resistance of a contact used evenly over its whole area. Here the resistance falls in inverse proportion to the length; beyond a few transfer lengths, (7) shows that the remaining gain is exponentially small.

## The silicide contact

With the given values,

$$L_T=\sqrt{\frac{10^{-7}\ \Omega\,\mathrm{cm^2}}{100\ \Omega}}=3.162\times10^{-5}\ \mathrm{cm}=316\ \mathrm{nm},$$

$$R_\infty=100\ \Omega\times\frac{0.3162\ \mathrm{\mu m}}{10\ \mathrm{\mu m}}=3.16\ \Omega.$$

The one percent criterion gives $L=2.652\times316.2\ \mathrm{nm}=839\ \mathrm{nm}$, or $0.84\ \mathrm{\mu m}$. The tempting solution would have asked for $1456\ \mathrm{nm}$. At $2.65\,L_T$, which is $838\ \mathrm{nm}$, the resistance is $3.19\ \Omega$. The additional $618\ \mathrm{nm}$ would lower the excess from one percent to $2\times10^{-4}$, by (7) with $f=0.01$.

## How far the model holds for this contact

The parameters are rough values for a silicide on heavily doped silicon; advanced contacts reach much lower $\rho_c$. Take the doped layer to be $t=100\ \mathrm{nm}$ thick. Provided a thick, low-resistance metal covers the silicide, the assumption of a thin layer is the one strained most of those tested here, because $t$ is not very small compared with $L_T$. A two-dimensional calculation of the current flow, with the same $R_s$ and $\rho_c$, raises $R_\infty$ by about $1.5$ percent, to $3.21\ \Omega$. This shift is larger than the one percent under discussion, but it affects the finite and the infinite contact almost alike. Within the two-dimensional model, the contact of $838\ \mathrm{nm}$ exceeds its own infinite limit by $1.09$ percent.

The small change from $1.00$ to $1.09$ percent can be traced to the decay length. Far from the front edge the potential in the layer has the form $e^{-kx}\cos ky$, with $y$ measured upwards from the insulated bottom. The layer has resistivity $R_st$, and continuity of the current density at the top requires

$$\frac{k\sin kt}{R_st}=\frac{\cos kt}{\rho_c},\qquad\text{so}\qquad kt\tan kt=\frac{R_st^2}{\rho_c}=\frac{t^2}{L_T^2}=0.1 .$$

The solution is $1/k=321.5\ \mathrm{nm}$, slightly more than $L_T$, and the two-dimensional calculation reproduces this decay to within one part in a thousand. Putting $f=e^{-kL}$ in (7) gives an excess of about $1.1$ percent, in accord with the full result. By the same estimate, restoring one percent takes $2.652\times321.5\ \mathrm{nm}\approx853\ \mathrm{nm}$, some $14\ \mathrm{nm}$ more. If $\rho_c$ were $10^{-9}\ \Omega\,\mathrm{cm^2}$ with $R_s$ and $t$ unchanged, $L_T$ would be $32\ \mathrm{nm}$, less than the layer thickness, and the one-dimensional model could not be trusted.

Two other effects are smaller here. A metal of $0.1\ \Omega$ per square, with the current taken out at its far end, raises the resistance of the $838\ \mathrm{nm}$ contact by $0.14$ percent. In this arrangement a longer contact also means a longer path in the metal, so that $R$ no longer settles to a limit as $L$ grows. The small figure presupposes a thick metal on top of the silicide. The effect is nearly proportional to the sheet resistance of the metal, and a bare silicide film of $5\ \Omega$ per square would add almost $7$ percent.

The interface is also not strictly ohmic. At $0.1\ \mathrm{mA}$ the front voltage is $0.32\ \mathrm{mV}$, far below $kT/q=25.9\ \mathrm{mV}$ at $300\ \mathrm{K}$. To size the effect, let the interface current saturate as $1-e^{-qV/kT}$, with the same slope at zero voltage. This stand-in for the true tunnelling law raises the resistance of a practically infinite contact by $0.20$ percent. The figure indicates a rough size only. With the opposite polarity, $e^{qV/kT}-1$, the resistance falls by $0.20$ percent instead, and at the doping implied by $R_st=10^{-3}\ \Omega\,\mathrm{cm}$, approaching $10^{20}\ \mathrm{cm^{-3}}$, the current tunnels and $kT/q$ is not its true voltage scale.

The value of $\rho_c$ itself matters more. Suppose it is ten percent higher than assumed, with $L$ and $R_s$ held fixed. Then $L_T$ grows by the factor $\sqrt{1.1}=1.049$, the contact is only $2.53$ transfer lengths long, and the excess rises to $1.29$ percent. At the same time $R_\infty$, being proportional to $L_T$, rises by $4.9$ percent. For a contact of this length, a modest uncertainty in $\rho_c$ thus changes the resistance by more than any further lengthening could gain. The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
contact resistivity        1.0e-07 ohm cm2
sheet resistance           100 ohm/sq
contact width              10 um
layer thickness            100 nm
current                    0.1 mA
temperature                300 K
transfer length L_T        316.2 nm
infinite-contact R_inf     3.1623 ohm
tolerance: length for R, length for current (in L_T)
  10.0 %  formula 1.5223 2.3026  ladder 1.5223 2.3026
   1.0 %  formula 2.6517 4.6052  ladder 2.6516 4.6052
   0.1 %  formula 3.8007 6.9078  ladder 3.8006 6.9078
1 % resistance length      838.5 nm
99 % current length        1456.3 nm
ratio of these lengths     0.576
contact of 2.65 L_T:
 length                    838.0 nm
 resistance, formula       3.1940 ohm
 resistance, ladder        3.1940 ohm
 excess over R_inf         1.0033 %
 excess as share of R(L)   0.9934 %
 f, infinite contact       7.065 %
 collected, infinite       92.935 %
 f squared                 0.4992 %
 end-voltage ratio         2.0100
collected at 4.6 L_T       98.9948 %
neglected effects at 2.65 L_T:
 2D resistance             3.2463 ohm
 2D infinite resistance    3.2111 ohm
 2D change of R_inf        1.55 %
 2D excess over infinite   1.093 %
 2D decay length           321.5 nm
 metal sheet resistance    0.1 ohm/sq
 metal raises R by         0.138 %
 front voltage             0.316 mV
 thermal voltage kT/q      25.85 mV
 nonlinearity changes R by 0.204 %
 excess if rho_c +10 %     1.286 %
```
